# Kohn anomalies in metals: how dimension and smearing set their shape

## The form of the answer from counting dimensions

A static lattice wave of wavevector $\mathbf q$ mixes the electron states $\mathbf k$ and $\mathbf k+\mathbf q$. For free electrons their energy difference depends on one component of $\mathbf k$, the component along $\mathbf q$. It vanishes on the plane where that component is $-q/2$. The plane cuts the Fermi sphere if $q<2k_F$, touches its end at $q=2k_F$, and misses it if $q>2k_F$. What happens at $2k_F$ therefore depends on how many electrons sit near the end of the sphere.

At a small distance $a$ from the end, in units of $k_F$, a slice perpendicular to $\mathbf q$ has a size proportional to $a^{\nu}$, with $\nu=(d-1)/2$ in $d$ dimensions. With $s=q/2k_F-1$, the response near $s=0$ contains

$$\int_0^{c}\frac{a^{\nu}\,da}{a+s}=|s|^{\nu}\int_0^{c/|s|}\frac{b^{\nu}\,db}{b\pm1},\qquad a=|s|b,$$

with the sign of $s$ in the denominator and a principal value for $s<0$. The singular part thus scales as $|s|^{(d-1)/2}$, with a logarithm from the upper limit when $\nu$ is an integer. This gives $\ln|s|$ in one dimension, $\sqrt{s}$ in two and $s\ln|s|$ in three. Each added dimension weakens the singularity by half a power. The rest of this section supplies the coefficients and the consequences for phonons.

## From the electron response to the phonon branch

Take a lattice mode with mass density $\rho$ and a bare frequency $\Omega_0$ that does not depend on $q$, so that any structure in the branch comes from the electrons. A displacement $u(\mathbf r)=u_0\cos(\mathbf q\cdot\mathbf r)$ acts on the electrons as a potential $V=gu$, with constant $g$. The electrons are free, of mass $m$, with two spin states, and follow the lattice adiabatically. Lattice periodicity is ignored. The density response is $\delta n=\chi_0V$, with

$$\chi_0(q)=2\int\!\frac{d^dk}{(2\pi)^d}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}<0 .$$

Switch the potential on as $\eta V$, with $\eta$ from 0 to 1. The electronic energy per volume (the grand potential, at fixed chemical potential) grows at the rate $\langle(n_0+\eta\chi_0V)V\rangle$, where the brackets denote a spatial average. Since $\langle V\rangle=0$ and $\langle V^2\rangle=g^2u_0^2/2$, integration over $\eta$ gives $\tfrac14g^2\chi_0u_0^2$. The bare elastic energy is $\tfrac14\rho\Omega_0^2u_0^2$ and the kinetic energy is $\tfrac14\rho\dot u_0^2$. Hence $\rho\omega^2=\rho\Omega_0^2+g^2\chi_0(q)$.

At zero temperature $\chi_0(0)=-N_d$, where $N_d$ is the density of states at the Fermi energy $E_F$. Define $F_d=\chi_0(q)/\chi_0(0)$, with the zero-temperature $\chi_0(0)$ throughout, and $\lambda=g^2N_d/(\rho\Omega_0^2)$. Then

$$\omega^2(q)=\Omega_0^2\,[1-\lambda F_d(x)],\qquad x=\frac{q}{2k_F}.$$

## One integral for all three dimensions

At $T=0$, substitute $\mathbf k\to-\mathbf k-\mathbf q$ in the term with $f_{\mathbf k+\mathbf q}$. The occupation becomes $f_{\mathbf k}$ and the denominator changes sign, so the two terms are equal:

$$\chi_0=4\,P\!\!\int_{k<k_F}\!\frac{d^dk}{(2\pi)^d}\,\frac{1}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}} .$$

The principal value is justified because a thin strip around zero denominator, symmetric under the substitution, can be removed first. For $q\neq2k_F$ its contribution to the original integral vanishes with its width.

Write the component of $\mathbf k$ along $\mathbf q$ as $-k_Fu$. With $q=2k_Fx$,

$$\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}=-\frac{\hbar^2}{2m}\left(-4k_F^2ux+4k_F^2x^2\right)=-4E_F\,x(x-u).$$

The slice at $u$ has size $v\,k_F^{d-1}(1-u^2)^{(d-1)/2}$, with $v=1,2,\pi$ for $d=1,2,3$. Therefore

$$F_d=\frac{C_d}{x}I_d,\qquad I_d=P\!\!\int_{-1}^{1}\frac{(1-u^2)^{(d-1)/2}}{x-u}\,du,\qquad C_d=\frac{v\,k_F^d}{(2\pi)^dE_FN_d}.$$

Since $d\varepsilon/dk=2E_F/k_F$ at the Fermi surface, $N_d=k_F/(\pi E_F)$, $k_F^2/(2\pi E_F)$ and $k_F^3/(2\pi^2E_F)$. This gives $C_d=\tfrac12,\ \tfrac1\pi,\ \tfrac14$.

**One dimension.** The integral is elementary: $I_1=L\equiv\ln\left|\dfrac{1+x}{1-x}\right|$.

**Three dimensions.** Write $1-u^2=(1-x^2)+(x-u)(x+u)$. The second part cancels the denominator and integrates to $2x$, so $I_3=2x+(1-x^2)L$.

**Two dimensions.** Write $\sqrt{1-u^2}=(1-u^2)/\sqrt{1-u^2}$ and use the same split:

$$I_2=\pi x+(1-x^2)J,\qquad J=P\!\!\int_{-1}^1\frac{du}{\sqrt{1-u^2}\,(x-u)} .$$

With $u=\cos\theta$ and $w=\tan(\theta/2)$, $J=P\int_0^\infty 2\,dw/[(x-1)+(x+1)w^2]$. For $x>1$ this is $\pi/\sqrt{x^2-1}$. For $x<1$ the integrand is proportional to $1/(w^2-b^2)$ with $b^2=(1-x)/(1+x)$. Its antiderivative $\frac1{2b}\ln|(w-b)/(w+b)|$ vanishes at both limits, and the contributions from the two sides of the pole cancel. So $J=0$ there.

The results are

$$F_1=\frac{L}{2x},\qquad F_2=\begin{cases}1,&x\le1\\1-\sqrt{1-1/x^2},&x>1\end{cases},\qquad F_3=\frac12+\frac{1-x^2}{4x}L .$$

Now let $x=1+s$ with small $s$. Then $L\to\ln(2/|s|)$, $1-1/x^2\to2s$ and $(1-x^2)/4x\to-s/2$, so to leading order

$$F_1\simeq\tfrac12\ln\frac{2}{|s|},\qquad F_2\simeq1-\sqrt{2s}\ \ (s>0),\qquad F_3\simeq\frac12-\frac s2\ln\frac2{|s|}.$$

Differentiating the full $F_3$, with $L'=2/(1-x^2)$, gives $F_3'=\frac1{2x}-\frac{1+x^2}{4x^2}L$, which tends to $-\tfrac12[\ln(2/|s|)-1]$.

The "cusp" in two dimensions is one-sided: the response is flat below $2k_F$ and has a vertical tangent above. In three dimensions the tangent is vertical on both sides, but the value stays finite.

The cause can be checked by cutting the three-dimensional integral at $u=0.9$. Between $s=10^{-4}$ and $10^{-6}$ the slope should change by $-\tfrac12\ln100=-2.303$. For the slope of $C_3I_3$, that is, with the smooth prefactor $1/x$ left out, the cap $u>0.9$ supplies $-2.301$ and the rest of the sphere $-0.001$; the prefactor accounts for the remaining $-0.001$.

## How large the effect is

Take $\Omega_0=20$ meV (as an energy $\hbar\Omega_0$), $\lambda=0.3$ in each dimension and $E_F=5$ eV. These are round model parameters. The table gives $\hbar\omega$ in meV. The last column has Fermi–Dirac smearing with $t=T/T_F=0.01$, where $T_F=E_F/k_B$; this is $k_BT=50$ meV, or 580 K.

| $q/2k_F$ | 3D, $T=0$ | 2D, $T=0$ | 1D, $T=0$ | 1D, smeared |
|---|---|---|---|---|
| 0.90 | 17.93 | 16.73 | 14.27 | 14.26 |
| 0.99 | 18.35 | 16.73 | 8.90 | 8.19 |
| 1.00 | 18.44 | 16.73 | unstable | 5.74 |
| 1.01 | 18.52 | 17.23 | 9.22 | 8.54 |
| 1.10 | 18.91 | 18.17 | 15.29 | 15.29 |

**Three dimensions: a steep rise without a dip.** At $2k_F$, $\hbar\omega=20\sqrt{1-0.3\times0.5}=18.44$ meV. The slope follows from the branch formula,

$$\frac{d\omega}{dx}=-\frac{\lambda\Omega_0^2}{2\omega}F_d'(x),$$

where the prefactor at $2k_F$ is $0.3\times400/(2\times18.44)=3.25$ meV. Each hundredfold approach to $2k_F$ adds about $3.25\times2.303=7.5$ meV to the slope. The computed slopes are 6.9, 14.5 and 22.0 meV at $s=10^{-2}$, $10^{-4}$ and $10^{-6}$. A logarithmic infinity is weak: across the whole range of the table the frequency changes by about 1 meV.

**Two dimensions: a flat floor with a sharp edge.** The floor is $20\sqrt{0.7}=16.73$ meV. Just above it the branch rises by $(\lambda\Omega_0^2/2\omega)\sqrt{2s}$, which at $s=0.01$ is $3.59\times0.141=0.51$ meV, close to the tabulated rise.

**One dimension: a collapse.** The squared frequency is negative wherever $F_1>1/\lambda$, which to leading order means $|s|<2e^{-2/\lambda}=0.0025$. The computed window is $0.9974<x<1.0025$. Inside it the undistorted lattice is unstable against a static wave, the Peierls instability. A stable one-dimensional branch in this model therefore needs smearing or temperature.

The static approximation has its own limit. At the end of the sphere the energy denominator is about $4E_F|s|$, and it must exceed the phonon energy. Here that requires $|s|$ well above $20\ \text{meV}/20\ \text{eV}=0.001$. The slopes quoted closer to $2k_F$ illustrate the static formula, not a measurable dispersion.

## What smearing does

A smeared occupation is a superposition of sharp ones, $f(\varepsilon)=\int dE\,(-f'(E))\,\theta(E-\varepsilon)$, and $\chi_0$ is linear in $f$. The smeared response is thus the sharp response averaged over the Fermi level. With $N_d(E)\propto E^{(d-2)/2}$ and $q$ held fixed,

$$F_d^{\rm sm}(x)=\int dE\,(-f'(E))\left(\frac E{E_F}\right)^{(d-2)/2}F_d\!\left(x\sqrt{E_F/E}\right).$$

The chemical potential is kept at $E_F$, and occupation cut off by the band bottom is neglected, which requires $t\ll1$.

Set $x=1$ and $E=E_F(1+y)$. The argument of $F_d$ is then $1+s$ with $s\simeq-y/2$. For Fermi–Dirac occupations $y=tz$, and $z$ has the weight $-dn/dz$ with $n=1/(e^z+1)$. Integrating by parts and expanding $n$ in powers of $e^{-z}$,

$$\int_0^\infty z^p\left(-\frac{dn}{dz}\right)dz=p\int_0^\infty z^{p-1}n\,dz=\Gamma(p+1)\,\eta(p),\qquad \eta(p)=\sum_{j\ge1}\frac{(-1)^{j-1}}{j^p},$$

derived for $p>0$. The first and last expressions are both analytic in $p$ for $p>-1$, so their equality extends to $-1<p\le0$, where the sum is taken as the limit of the mean of successive partial sums. This gives $\eta(0)=\tfrac12$ and, through the Wallis product, $\eta'(0)=\ln2-\ln3+\dots=\tfrac12\ln(\pi/2)$. The average of $|z|^p$ over both signs is $2\Gamma(p+1)\eta(p)$. Its derivative at $p=0$ is

$$\langle\ln|z|\rangle=-\gamma+\ln\frac\pi2,$$

with $\gamma$ Euler's constant. The three results at $2k_F$, to leading order in $t$, follow.

- In 1D, $F_1=\tfrac12\langle\ln(4/|y|)\rangle=\tfrac12\ln\dfrac{8e^\gamma}{\pi t}=\tfrac12\ln\dfrac{4.54}{t}$.
- In 2D, $1-1/x^2$ becomes $1-E/E_F=-y$, which contributes for $y<0$. The case $p=\tfrac12$ gives $F_2=1-\tfrac{\sqrt\pi}2\eta(\tfrac12)\sqrt t=1-0.536\sqrt t$.
- In 3D, the factor $\sqrt{E/E_F}$ cancels against the derivative of the argument, so the slope is the average of $F_3'$: $-\tfrac12[\ln(4.54/t)-1]$.

At $t=0.01$ the one-dimensional value is $\tfrac12\ln454=3.06$, and $20\sqrt{1-0.3\times3.06}$ gives about 5.7 meV. An independent frozen-phonon calculation, which diagonalizes the electrons in a weak cosine potential, gives the same $F_1$ to the printed digits. The two-dimensional edge is lifted from 16.73 to 16.92 meV, and the three-dimensional slope is limited to 8.3 meV.

The one-dimensional branch first reaches zero when $\lambda F_1=1$, that is, at

$$t_P=\frac{8e^\gamma}\pi e^{-2/\lambda}=4.54\times e^{-6.67}=0.0058,$$

or 335 K. This is a mean-field Peierls temperature; fluctuations of the lattice wave are left out.

## What to do in a calculation

**Treat the smearing as a temperature.** For Gaussian smearing with weight $e^{-z^2}/\sqrt\pi$, $z=(E-E_F)/\sigma$, one has $\langle|z|^p\rangle=\Gamma(\tfrac{p+1}2)/\sqrt\pi$ and so $\langle\ln|z|\rangle=-\gamma/2-\ln2$. Equating the average of $\ln|E-E_F|$ with the Fermi–Dirac one gives

$$\sigma=\pi e^{-\gamma/2}\,k_BT=2.35\,k_BT .$$

At $q=2k_F$, a Gaussian width of 118 meV softens the one-dimensional mode as much as 580 K does; the matching is made at that point, and the shapes of the two rounded branches around it are not identical. The 3D slope depends on the same average, so the same conversion holds there to leading order. The 2D rounding depends on a different average, that of $|E-E_F|^{1/2}$. Equating $0.536\sqrt{k_BT}$ with $\Gamma(\tfrac34)\sqrt\sigma/(2\sqrt\pi)=0.346\sqrt\sigma$ gives $\sigma=2.40\,k_BT$, a slightly different factor.

**Vary the width and compare with the expected law.** In one dimension, for the unscreened coupling used so far, $\omega^2$ at $q=2k_F$ should be linear in $\ln t$ for small $t$, and each halving of $t$ should lower $(\hbar\omega)^2$ by $\tfrac12\lambda(\hbar\Omega_0)^2\ln2=41.6$ meV². In the example, $\hbar\omega$ goes from 8.64 meV at $t=0.02$ to 5.74 meV at $0.01$, and is imaginary with magnitude 2.93 meV at $0.005$. The squares, computed from $F_1=2.7119$, $3.0585$ and $3.4051$, are 74.6, 33.0 and $-8.6$ meV², in steps of about 41.6. If the electron mesh is converged at each width, an imaginary frequency that appears along this line is the model's Peierls instability. A mesh too coarse for the width can also produce an imaginary frequency, so the mesh has to be checked first. In two dimensions, extrapolate the value at $2k_F$ in $\sqrt t$.

**Match both meshes to the width.** Occupations change over an energy $k_BT$, hence over $\delta k\sim k_BT/(2E_F/k_F)=tk_F/2$. This scale, here $0.005\,k_F$, is a safe spacing for a uniform electron mesh. In the one-dimensional example at $2k_F$, a spacing four times larger shifts the frequency by up to about 0.15 meV, depending on where the mesh points fall. At ten times the spacing the result can lie anywhere from an imaginary value to 7.9 meV, instead of 5.74 meV. The anomaly is rounded over $|s|\sim t/2$, or $\delta q\sim tk_F$, and phonon wavevectors placed at that spacing near $2k_F$ show its shape. Interpolation through force constants of finite range is a finite Fourier sum. It is smooth and cannot reproduce the singularity, so the points near $2k_F$ should be computed directly.

**Keep track of screening.** In a self-consistent calculation the electrons feel $V+K\delta n$, where $K$ stands for the Hartree and exchange-correlation kernel, taken here as one number. Solving $\delta n=\chi_0(V+K\delta n)$ replaces $F$ by

$$\frac{F}{1+\kappa F},\qquad\kappa=KN_d,\qquad\text{with derivative}\quad\frac{F'}{(1+\kappa F)^2}.$$

In three dimensions $F=\tfrac12$ at $2k_F$. The logarithm in the slope of the response survives, reduced for $\kappa=1$ by $(1+\tfrac12)^{-2}=0.44$. In two dimensions $F=1$, and the square root in the response is reduced by $(1+\kappa)^{-2}$. In the frequency the reduction is slightly stronger, because the prefactor $\lambda\Omega_0^2/2\omega$ falls as screening raises $\omega$.

In one dimension the change is qualitative. As $F_1\to\infty$ the screened response tends to $1/\kappa$, and the divergence becomes a finite dip whose sharp bottom is approached only logarithmically. The mode stays stable if $\lambda<\kappa$. The linear law in $\ln t$ is lost as well: for $\kappa=1$ the values of $F_1$ quoted above give steps of 2.8 and 2.3 meV² per halving of $t$ instead of 41.6. For $\kappa=1$ the branch is at 17.69 meV at $s=10^{-2}$ and 17.16 meV at $s=10^{-6}$, and its limit is $20\sqrt{1-0.3}=16.73$ meV. The one-dimensional divergence of the phonon softening thus belongs to a coupling that such a repulsive kernel does not screen. A real crystal has a matrix of kernels and couplings, and there the outcome has to be computed.

The closed forms, the smearing laws and the screened logarithm are tested in the numerical check.

## Computed values

```
bare phonon energy 20.0 meV, coupling lambda 0.30
Fermi energy 5.0 eV, Fermi temperature 58023 K
smeared branches: t = 0.01, T = 580 K, kT = 50 meV
F at T=0 (dimensionless): x, F3, F2, F1
  0.90   0.6554   1.0000   1.6358
  0.99   0.5266   1.0000   2.6734
  1.00   0.5000   1.0000      inf
  1.01   0.4736   0.8596   2.6254
  1.10   0.3547   0.5834   1.3839
phonon energy in meV (negative = imaginary):
  x, then 3D 2D 1D at T=0, then 3D 2D 1D smeared
  0.800   17.62   16.73   15.34 |   17.62   16.73   15.33
  0.900   17.93   16.73   14.27 |   17.93   16.73   14.26
  0.990   18.35   16.73    8.90 |   18.36   16.77    8.19
  0.999   18.43   16.73   -7.52 |   18.43   16.90    5.76
  1.000   18.44   16.73    -inf |   18.44   16.92    5.74
  1.001   18.45   16.89   -7.46 |   18.45   16.95    5.81
  1.010   18.52   17.23    9.22 |   18.52   17.19    8.54
  1.100   18.91   18.17   15.29 |   18.91   18.16   15.29
  1.200   19.14   18.61   16.74 |   19.14   18.61   16.74
3D, T=0: s, dF/dx, d(omega)/dx in meV
  1e-02   -2.130     6.90
  1e-04   -4.451    14.48
  1e-06   -6.754    21.98
3D change of dF/dx, s 1e-4 to 1e-6: cap u>0.9 -2.3013, rest -0.0008
1D, T=0 unstable for x from 0.99741 to 1.00251; estimated half-width 0.00255
Peierls t: direct 0.005772, formula 0.005772
Peierls temperature 335 K, kT 28.9 meV
1D frozen phonon, smeared: F(0.9) 1.6383, F(1) 3.0585
1D linear response, smeared: F(0.9) 1.6383, F(1) 3.0585
constants: 8 exp(gamma)/pi 4.5355, 2D cusp 0.5361
at 2kF: t, F1, F2, dF3/dx, omega1 meV, omega2 meV, d(omega3)/dx meV
  0.020 2.7119 0.9242 -2.212 8.64 17.00 7.20
  0.010 3.0585 0.9464 -2.558 5.74 16.92 8.32
  0.005 3.4051 0.9621 -2.905 -2.93 16.87 9.45
Gaussian width / kT for equal 1D softening 2.3540; F1 3.0585 at width 118 meV
screened, kappa 1.0: 3D log coefficient -0.2220, formula -0.2222
screened 1D, T=0: omega at s=1e-2 17.69 meV, s=1e-6 17.16 meV, limit 16.73 meV
```
